# Low-energy Compton scattering from NRQED and the meaning of polarizability coefficients

Let a spin-1/2 particle have charge \(q\), mass \(M\) and magnetic moment operator \(\mu\boldsymbol\sigma\). Atomic units \(\hbar=m_e=e=1\) are used with Gaussian fields, so \(c\) is the inverse fine-structure constant. A photon \((\omega,\mathbf k,\boldsymbol\varepsilon)\) is absorbed and a photon \((\omega',\mathbf k',\boldsymbol\varepsilon')\) is emitted, both transverse. Define

\[
\mathbf b=\hat{\mathbf k}\times\boldsymbol\varepsilon,\qquad
\mathbf b'=\hat{\mathbf k}'\times\boldsymbol\varepsilon'^*,\qquad
\mu_a=\mu-\frac{q}{2Mc}.
\]

The last quantity is the anomalous moment. Let \(T\) be the two-photon matrix element for vector potentials of unit amplitude. A quantized photon in volume \(V\) has amplitude \((2\pi c^2/\omega V)^{1/2}\), so the transition matrix element is \(2\pi c^2T/(\omega V)\). The Born relation multiplies this by \(-\omega V/(2\pi c^2)\), which gives the scattering amplitude \(f=-T\), a length. Kinematic factors that differ from one by order \(\omega/Mc^2\) are kept outside \(f\). Photon loops on the target are left out, and \(\omega\) lies well below every excitation energy.

In the single-particle algebra I set \(c=1\) and restore it by dimensions: with \(\hbar=1\), the requirement that \(f\) be a length fixes the power of \(c\) in each term. With \(\boldsymbol\pi=\mathbf p-q\mathbf A\), the NRQED Hamiltonian is

\[
H=\frac{\pi^2}{2M}-\frac{\pi^4}{8M^3}-\mu\,\boldsymbol\sigma\!\cdot\!\mathbf B
-\frac{g_s}{8M^2}\boldsymbol\sigma\!\cdot\!(\mathbf E\times\boldsymbol\pi-\boldsymbol\pi\times\mathbf E)
-\tfrac12a_EE^2-\tfrac12a_BB^2,
\]

where \(g_s=4M\mu-q\). This value has two sources. A moment moving with velocity \(\mathbf v\) sees the magnetic field \(\mathbf B-\mathbf v\times\mathbf E\), which gives \(-(\mu/M)\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)\). Thomas precession adds \((q/4M^2)\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)\). The Darwin term, proportional to \(\nabla\cdot\mathbf E\), vanishes for real photons. Spin-dependent operators of order \(1/M^3\) affect neither the amplitude at order \(\omega\) nor its spin average at order \(\omega^2\).

One further operator, \(\lambda\{\boldsymbol\pi,\nabla\times\mathbf B\}\), has been removed. Its two-photon part is \(-2q\lambda\,\mathbf A\cdot\nabla\times\mathbf B\), and \(\nabla\times\mathbf B=\omega^2\mathbf A\) for a real photon. It therefore contributes \(-4q\lambda\omega^2\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\) to \(T\), the form produced by \(E^2\). If this operator is kept, \(a_E\) must be lower by \(4\lambda q\).

For absorption, \(\mathbf E=i\omega\boldsymbol\varepsilon\) and \(\mathbf B=i\omega\mathbf b\). For emission, \(\mathbf E'=-i\omega'\boldsymbol\varepsilon'^*\) and \(\mathbf B'=-i\omega'\mathbf b'\). With one-photon vertices \(V\) and \(V'\),

\[
T=T_{\rm contact}+\frac{V'V}{E_i+\omega-E_n}+\frac{VV'}{E_i-\omega'-E_m}.
\]

Take the target initially at rest. Through order \(\omega\), we may set \(\omega'=\omega\) in terms already linear in frequency, and the denominators become \(\pm\omega\). There are four contributions.

The two-photon part of \(q^2A^2/2M\) is \((q^2/M)\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\), because the square supplies a factor two.

Replacing \(\boldsymbol\pi\) by \(-q\mathbf A\) in the spin-orbit term gives \((qg_s/4M^2)\boldsymbol\sigma\cdot(\mathbf E\times\mathbf A)\). The fields can be assigned in two ways:

\[
i\omega\boldsymbol\varepsilon\times\boldsymbol\varepsilon'^*-i\omega\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon
=-2i\omega\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon .
\]

The result is \(-2i\omega(q/M)(\mu-q/4M)\boldsymbol\sigma\cdot(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon)\).

Two magnetic vertices, \(V=-i\mu\omega\boldsymbol\sigma\cdot\mathbf b\) and \(V'=i\mu\omega\boldsymbol\sigma\cdot\mathbf b'\), enter with opposite denominators and leave a commutator:

\[
\mu^2\omega[\boldsymbol\sigma\!\cdot\!\mathbf b',\boldsymbol\sigma\!\cdot\!\mathbf b]
=2i\mu^2\omega\,\boldsymbol\sigma\!\cdot\!(\mathbf b'\times\mathbf b).
\]

The convection vertex is \(-(q/2M)(\mathbf p_1+\mathbf p_2)\cdot\mathbf A\), with \(\mathbf p_1,\mathbf p_2\) the momenta before and after it. It vanishes for the first photon to act on a particle at rest, by transversality. Acting second, it equals \(-(q\omega/M)\hat{\mathbf k}\cdot\boldsymbol\varepsilon'^*\) for emission and \(+(q\omega/M)\hat{\mathbf k}'\cdot\boldsymbol\varepsilon\) for absorption. Multiplying by the magnetic vertex and dividing by \(\omega\) or \(-\omega\) gives

\[
\frac{iq\mu\omega}{M}\left[(\boldsymbol\varepsilon'^*\!\cdot\hat{\mathbf k})\,\boldsymbol\sigma\!\cdot\!\mathbf b
-(\boldsymbol\varepsilon\cdot\hat{\mathbf k}')\,\boldsymbol\sigma\!\cdot\!\mathbf b'\right].
\]

Adding these terms, changing the sign and restoring \(c\), we obtain the Low-Gell-Mann-Goldberger amplitude:

\[
\begin{aligned}
f={}&-\frac{q^2}{Mc^2}\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon
+\frac{2iq\omega}{Mc^3}\left(\mu-\frac q{4Mc}\right)\boldsymbol\sigma\!\cdot\!(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon)
-\frac{2i\mu^2\omega}{c^2}\boldsymbol\sigma\!\cdot\!(\mathbf b'\times\mathbf b)\\
&-\frac{iq\mu\omega}{Mc^3}\left[(\boldsymbol\varepsilon'^*\!\cdot\hat{\mathbf k})\boldsymbol\sigma\!\cdot\!\mathbf b-(\boldsymbol\varepsilon\cdot\hat{\mathbf k}')\boldsymbol\sigma\!\cdot\!\mathbf b'\right]+O(\omega^2).
\end{aligned}
\]

Charge, mass and magnetic moment determine it. Internal structure enters later because its gauge-invariant two-photon operators contain two field strengths, each proportional to \(\omega\). The argument requires an energy gap: an excited state at an energy comparable with \(\omega\) would supply another small denominator.

In the forward direction the square bracket vanishes and \(\mathbf b'\times\mathbf b=\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon\). The spin terms combine into a square:

\[
f_{\rm forward}=-\frac{q^2}{Mc^2}\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon
-\frac{2i\mu_a^2\omega}{c^2}\boldsymbol\sigma\!\cdot\!(\boldsymbol\varepsilon'^*\times\boldsymbol\varepsilon).
\]

A particle with the Dirac moment has no forward spin term at this order.

At order \(\omega^2\) the cross terms in \(E^2\) and \(B^2\) are \(2\omega^2\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\) and \(2\omega^2\mathbf b'\cdot\mathbf b\). Their contribution is

\[
\Delta f=\frac{\omega^2}{c^2}\left(a_E\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon+a_B\mathbf b'\cdot\mathbf b\right).
\]

This resembles the response of induced dipoles with polarizabilities \(\alpha\) and \(\beta\), but recoil of the permanent charge and moment also produces \(\omega^2\) terms. Define \(\alpha\) and \(\beta\) as the coefficients of these two structures after subtracting the Born amplitude of a Dirac particle with an added Pauli moment \(\mu_a\). The relation to \(a_E,a_B\) must then be calculated. Two directions suffice: \(\mathbf b'\cdot\mathbf b\) equals \(+\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\) forward and \(-\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\) backward.

For this matching set \(M=c=1\). With Pauli matrices \(\rho_i\) acting on the upper and lower components, the relativistic Hamiltonian is

\[
H_D=\rho_1\boldsymbol\sigma\!\cdot\!\boldsymbol\pi+\rho_3-\mu_a\rho_2\boldsymbol\sigma\!\cdot\!\mathbf E-\mu_a\rho_3\boldsymbol\sigma\!\cdot\!\mathbf B .
\]

Let \(\mathbf k=\omega\hat{\mathbf z}\), \(S=\sigma_z\), \(e=\boldsymbol\sigma\cdot\boldsymbol\varepsilon\) and \(e'=\boldsymbol\sigma\cdot\boldsymbol\varepsilon'^*\). For transverse polarization \(i\boldsymbol\sigma\cdot(\hat{\mathbf z}\times\boldsymbol\varepsilon)=Se\) and \(Se=-eS\), hence \(Se'Se=-e'e\). The absorption vertex is

\[
V=\begin{pmatrix}-\mu_a\omega Se&-(q+\mu_a\omega)e\\-(q-\mu_a\omega)e&\mu_a\omega Se\end{pmatrix}.
\]

First take forward scattering from rest. With \(h=q-\mu_a\omega\), absorption produces the column \((-\mu_a\omega Se,-he)\), and emission supplies the row \((\mu_a\omega Se',-he')\). The intermediate energy is \(1+\omega\) and its momentum is \(\mathbf k\), so the propagator is

\[
G=\frac1{2\omega}\begin{pmatrix}2+\omega&\omega S\\\omega S&\omega\end{pmatrix},
\qquad (1+\omega)^2-1-\omega^2=2\omega .
\]

Multiplication gives the direct term

\[
\tfrac12\left[(2+\omega)\mu_a^2\omega+2\mu_a\omega h+h^2\right]e'e
=\tfrac12(q^2+2\mu_a^2\omega)e'e,
\]

because \(h^2+2\mu_a\omega h=q^2-\mu_a^2\omega^2\). The crossed term is \(\frac12(q^2-2\mu_a^2\omega)ee'\). The spin average of their sum is \(q^2\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\), with no \(\omega^2\) term.

Next take backward scattering in the centre-of-mass frame, where the particle momentum changes from \(-\omega\hat{\mathbf z}\) to \(+\omega\hat{\mathbf z}\). Both intermediate states have zero momentum. Let \(\mathcal E=\sqrt{1+\omega^2}\) and \(r=\omega/(\mathcal E+1)\). The initial and final spinors are \(N(\chi,-rS\chi)\) and \(N(\chi',rS\chi')\), with \(N^2=(\mathcal E+1)/2\mathcal E\). Moving \(S\) through \(e\), the absorption column is \(-N(ASe,Ce)\), where

\[
A=\mu_a\omega+r(q+\mu_a\omega),\qquad C=q-\mu_a\omega(1+r).
\]

The emission row is likewise \(-N(ASe',Ce')\). At zero momentum the propagator is diagonal, with entries \(1/(W-1)\) and \(1/(W+1)\), where \(W=\mathcal E+\omega\). In the crossed term \(W=\mathcal E-\omega\), and the electric-field parts change sign:

\[
A_x=\mu_a\omega+r(q-\mu_a\omega),\qquad C_x=q+\mu_a\omega(1-r).
\]

The coefficient of \(\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon\) after spin averaging is thus

\[
N^2\left[-\frac{A^2}{\mathcal E+\omega-1}-\frac{A_x^2}{\mathcal E-\omega-1}
+\frac{C^2}{\mathcal E+\omega+1}+\frac{C_x^2}{\mathcal E-\omega+1}\right].
\]

Use \(r\simeq\omega/2\), \(\mathcal E\simeq1+\omega^2/2\) and \(\mu=\mu_a+q/2\). Then \(A\simeq\mu\omega+\frac12\mu_a\omega^2\) and \(A_x\simeq\mu\omega-\frac12\mu_a\omega^2\). The first two terms give

\[
-\omega(\mu^2+\mu\mu_a\omega)\left(1-\tfrac\omega2\right)
+\omega(\mu^2-\mu\mu_a\omega)\left(1+\tfrac\omega2\right)
\simeq\mu(\mu-2\mu_a)\omega^2=\left(\tfrac{q^2}4-\mu_a^2\right)\omega^2 .
\]

For the other pair, \(C^2\) and \(C_x^2\) are \(q^2\mp2q\mu_a\omega+(\mu_a^2-q\mu_a)\omega^2\), while the inverse denominators are \(\frac12(1\mp\omega/2)\) through order \(\omega^2\). Their sum is \(q^2+\mu_a^2\omega^2\). Since \(N^2\simeq1-\omega^2/4\), the total is

\[
q^2-\tfrac14q^2\omega^2+\mu_a^2\omega^2+\tfrac14q^2\omega^2-\mu_a^2\omega^2=q^2 .
\]

The \(\omega^2\) term again vanishes.

Now evaluate NRQED in the same frames. Put \(s=(4\mu-q)\omega/8\). In the forward case the spin-orbit vertex changes the magnetic one to

\[
V=-\omega(\mu-s)Se,\qquad V'=\omega(\mu-s)Se'.
\]

For the crossed order \(s\) changes sign. The denominators, including recoil, are \(\omega-\omega^2/2\) and \(-\omega-\omega^2/2\). Averaging over spin gives

\[
\omega\left[(\mu-s)^2(1+\tfrac\omega2)-(\mu+s)^2(1-\tfrac\omega2)\right]
\simeq\mu^2\omega^2-4\mu s\omega=-\mu\mu_a\omega^2 .
\]

In the backward case \(V=-\omega(\mu+s)Se\) and \(V'=-\omega(\mu+s)Se'\), while the denominators are \(\omega+\omega^2/2\) and \(-\omega+\omega^2/2\). The result is

\[
-\omega(\mu+s)^2(1-\tfrac\omega2)+\omega(\mu-s)^2(1+\tfrac\omega2)\simeq-\mu\mu_a\omega^2 .
\]

The \(\pi^4\) contact term also contributes here, since the external momenta are nonzero: \(-\frac18(2\omega^2)(2q^2)=-\frac12q^2\omega^2\). In the forward case it vanishes.

Equating the \(\omega^2\) parts of \(T\) to those of the Born amplitude plus \(\alpha,\beta\) yields

\[
a_E+a_B=\alpha+\beta-\mu\mu_a,\qquad
a_E-a_B=\alpha-\beta-\tfrac12q^2-\mu\mu_a .
\]

Half the sum and half the difference, with units restored, are

\[
\boxed{\;a_E=\alpha-\frac{q^2}{4M^3c^4}-\frac{\mu\mu_a}{Mc^2},\qquad
a_B=\beta+\frac{q^2}{4M^3c^4}.\;}
\]

The operator coefficients are therefore the polarizabilities up to recoil offsets. A structureless Dirac particle has \(\alpha=\beta=0\) but \(a_E=-a_B=-q^2/4M^3c^4\). A neutral particle has \(\mu_a=\mu\), so \(a_E=\alpha-\mu^2/Mc^2\) and \(a_B=\beta\). The offsets must be kept whenever they exceed the accuracy wanted for the polarizabilities, which can happen even when \(\alpha\) and \(\beta\) are much larger than these recoil terms. The numerical output gives the comparison with the full Dirac-Pauli matrices at five angles, for charged and neutral particles. The largest mismatch of the spin average, divided by \(\omega^2\), is \(3.6\times10^{-5}\) at \(\omega=0.02\) in units \(M=c=1\). In a charged case with an anomalous moment it reaches 0.480 when the offsets are omitted.

A composite particle shows where \(\alpha\) comes from. Consider an electron and a nucleus with charges \(q_1,q_2\), masses \(m_1,m_2\), total mass \(M\) and reduced mass \(m_r\). In the dipole approximation, with total momentum zero, the relative momentum \(\mathbf p\) couples as \(-g\,\mathbf p\cdot\mathbf A/c\), where \(g=q_1/m_1-q_2/m_2\). For a spherical ground state and parallel polarizations,

\[
c^2f=-\left(\frac{q_1^2}{m_1}+\frac{q_2^2}{m_2}\right)+g^2\sum_n\frac{2\omega_n|p_{n0}|^2}{\omega_n^2-\omega^2},
\]

where \(\omega_n\) are excitation energies and \(p\) is the momentum component along the polarization. Write

\[
\frac{2\omega_n}{\omega_n^2-\omega^2}=\frac2{\omega_n}+\frac{2\omega^2}{\omega_n(\omega_n^2-\omega^2)} .
\]

Since \(p_{n0}=im_r\omega_nz_{n0}\), the commutator \([z,p_z]=i\) gives \(2\sum_n|p_{n0}|^2/\omega_n=m_r\). The static part is then fixed by

\[
\frac{q_1^2}{m_1}+\frac{q_2^2}{m_2}-\frac{m_1m_2}{M}\left(\frac{q_1}{m_1}-\frac{q_2}{m_2}\right)^2=\frac{(q_1+q_2)^2}{M}.
\]

The constituents' separate Thomson terms have become that of the whole ion. With \(e_{\rm eff}=m_rg\), the remainder gives

\[
c^2f=-\frac{q^2}{M}+\alpha\omega^2+O(\omega^4),\qquad
\alpha=2e_{\rm eff}^2\sum_n\frac{|z_{n0}|^2}{\omega_n}.
\]

Within the dipole approximation the same \(\alpha\) governs the static Stark shift; retardation terms are left out here. For a charged composite they include one of order \(q\langle\sum_iq_ir_i^2\rangle/Mc^2\), with \(r_i\) measured from the centre of mass. A uniform field \(F\) accelerates the two particles differently, by \(gF\), so the force on the relative coordinate is \(m_rgF=e_{\rm eff}F\). Second-order perturbation theory with \(-e_{\rm eff}zF\) gives the internal shift \(-\frac12\alpha F^2\).

For a hydrogenic ground state \(\psi_0\), first take \(Z=m_r=1\). The equation \((H_0-E_0)\phi=z\psi_0\) is solved by \(\phi=z(1+r/2)\psi_0\). Indeed, for \(\phi=zh(r)\psi_0\), the left side is

\[
-\tfrac12z\psi_0\left[h''+\frac{4h'}r-\frac{2h}r-2h'\right],
\]

and \(h=1+r/2\) makes the bracket \(-2\). With \(\langle r^2\rangle=3\) and \(\langle r^3\rangle=15/2\), the sum is \(2\langle z^2(1+r/2)\rangle=2(1+5/4)=9/2\). Lengths scale as \(1/(Zm_r)\) and energies as \(Z^2m_r\), so

\[
\alpha=\frac{9e_{\rm eff}^2}{2Z^4m_r^3}.
\]

For \(\beta\), let the nucleus be heavy. A static magnetic field adds \(B^2(x^2+y^2)/8c^2\) to the electron Hamiltonian. In a spherical state its mean is \(B^2\langle r^2\rangle/12c^2\). The ground state has no orbital paramagnetic term, so comparison with \(-\frac12\beta B^2\) gives \(\beta=-\langle r^2\rangle/6c^2\). The negative sign expresses diamagnetism. This value comes from the static shift; the dipole Compton amplitude above does not contain it.

Take the ground-state He\(^+\) ion, a nonrelativistic electron bound to a point nucleus. It has \(q=1\), spin 1/2 and \(M=7295.3\). The fixed-nucleus value \(4.5/16=0.28125\) becomes \(\alpha=0.2814\) atomic units with finite nuclear mass, or \(0.0417\) Å\(^3\). With \(\langle r^2\rangle=3/4\), \(\beta=-1/(8c^2)\), or \(-9.86\times10^{-7}\) Å\(^3\) for a fixed nucleus; nuclear recoil, a correction of a few parts in \(10^4\), can change the last digit. The omitted relativistic corrections to \(\alpha\), of relative order \((Z/c)^2=2.1\times10^{-4}\), exceed \(|\beta|/\alpha=2.4\times10^{-5}\). Adding \(\beta\) to this value of \(\alpha\) would not improve it.

The Thomson length is \(q^2/Mc^2=3.863\times10^{-9}\) Å. The Thomson and polarizability terms have opposite signs, so the spin-independent forward amplitude vanishes at

\[
\omega_0=\sqrt{\frac{q^2}{M\alpha}}
=\frac1{\sqrt{7295.3\times0.28144}}=0.02207,
\]

which is \(0.02207\times27.211=0.6005\) eV. The full dipole sum gives the same zero to the digits shown. The last digit holds only within the nonrelativistic model: since \(\omega_0\propto\alpha^{-1/2}\), the omitted relativistic correction to \(\alpha\) shifts it by about one part in \(10^4\). Below \(\omega_0\) the net charge dominates; between \(\omega_0\) and the first excitation the induced dipole does. This crossing lies far below the first excitation at 40.8 eV because the ion is heavy.

The expansion is still accurate at a few times \(\omega_0\), but it fails as the first excitation is approached. At 2 eV it gives \(3.898\times10^{-8}\) Å, against \(3.907\times10^{-8}\) Å from the dipole sum, a difference of 0.2 per cent relative to the latter. This agrees with the neglected terms, whose relative size in the polarizability part is at most about \((2/40.8)^2=0.24\) per cent.

The spin term survives at \(\omega_0\). With the leading electron moment \(\mu=-1/2c\), its size is \(2\mu_a^2\omega_0/c^2=1.66\times10^{-11}\) Å, or 0.43 per cent of the Thomson length. For unchanged linear polarization \(\boldsymbol\varepsilon^*\times\boldsymbol\varepsilon=0\), and the forward zero remains in this approximation. For circular polarization the cross product is \(\pm i\hat{\mathbf k}\), so the spin term adds or subtracts according to whether the spin is parallel or antiparallel to \(\hat{\mathbf k}\). As the polarizability term grows as \(\omega^2\), the zero moves by half the relative change, about 0.2 per cent.

For this ion the offset \(\mu\mu_a/Mc^2\) is \(1.4\times10^{-14}\) Å\(^3\), and \(q^2/4M^3c^4\) is \(2.7\times10^{-22}\) Å\(^3\). Both are negligible beside \(\alpha\) and \(|\beta|\), so reading \(a_E\) and \(a_B\) as the polarizabilities is justified here. The offsets themselves do not depend on the size of the electron cloud. They are small beside \(\alpha\) and \(|\beta|\) because the cloud is much larger than the electron's Compton wavelength, and the large mass of the ion reduces them further.

## Table of computed values

```
TESTS (dimensionless, M = c = 1)
order-w formula: worst error/w at w=0.001: 3.17e-03
error ratio when w is halved: 3.999
order-w^2 matching: worst error/w^2: 3.61e-05
same with curl-B operator kept: 3.61e-05
same with offsets left out: 0.480
Born w^2 coefficient, forward: 0.00e+00
Born w^2 coefficient, backward: 1.11e-12
LIGHT-NUCLEUS MODEL (Z=2, nuclear mass 5, atomic units)
c^2 f at w=0: -0.16666667
-q^2/M: -0.16666667
static alpha: 0.66150 a.u.
HE+ ION
ion mass M: 7295.300 electron masses
speed of light c: 137.0360 a.u.
Hartree energy: 27.21139 eV
Bohr radius: 0.5291772 angstrom
alpha: 0.28144 a.u.
alpha: 0.04171 angstrom^3
beta: -9.867e-07 angstrom^3
beta/alpha: -2.37e-05
relativistic scale (Z/c)^2: 2.13e-04
offset q^2/(4M^3c^4): 2.71e-22 angstrom^3
offset mu*mu_a/(Mc^2): 1.44e-14 angstrom^3
Thomson length q^2/(Mc^2): 3.8627e-09 angstrom
lowest excitation energy: 40.811 eV
zero of forward f, effective theory: 0.6005 eV
zero of forward f, full dipole sum: 0.6005 eV
spin amplitude size at the zero: 1.656e-11 angstrom
spin amplitude/Thomson length: 4.29e-03
photon energy (eV), f effective, f full dipole (angstrom)
0.1  -3.7556e-09  -3.7556e-09
0.3  -2.8987e-09  -2.8987e-09
1.0  6.8481e-09  6.8534e-09
2.0  3.8980e-08  3.9066e-08
```
